# The free-propagator Ward identity and gauge invariance of tree Compton scattering, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Units are \(\hbar=c=1\), energies are in MeV, the metric is \((+,-,-,-)\), \(\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}\), and \(\not a=a_\mu\gamma^\mu\). The free propagator is the Green function defined by \((i\not\partial-m)S(x)=i\delta^4(x)\). With \(S(x)=\int\frac{d^4p}{(2\pi)^4}e^{-ip\cdot x}S(p)\), the derivative \(i\not\partial\) becomes \(\not p\), so that
\[
S(p)=i(\not p-m)^{-1}.
\]
Spinors obey \((\not p-m)u=0\), \(\bar u'(\not p'-m)=0\) and \(\bar uu=2m\). For \(e(p)+\gamma(k,\epsilon)\to e(p')+\gamma(k',\epsilon')\), with \(p+k=p'+k'\) and the vertex \(-ie\gamma^\mu\), the tree amplitude is \(i\mathcal M=(-ie)^2\epsilon_\mu\epsilon'^*_\nu T^{\mu\nu}\), that is
\[
\mathcal M=ie^2\epsilon_\mu\epsilon'^*_\nu T^{\mu\nu},\qquad T^{\mu\nu}=T_s^{\mu\nu}+T_u^{\mu\nu},
\]
\[
T_s^{\mu\nu}=\bar u'\gamma^\nu S(p+k)\gamma^\mu u,\qquad T_u^{\mu\nu}=\bar u'\gamma^\mu S(p-k')\gamma^\nu u .
\]
A gauge transformation \(A_\mu\to A_\mu+\partial_\mu\chi\) with \(\chi\propto e^{-ik\cdot x}\) replaces \(\epsilon\) by \(\epsilon+\lambda k\), where \(\lambda\) has the dimension of an inverse energy.

(a) Show that \(S(p+q)\not qS(p)\) is proportional to \(S(p)-S(p+q)\). Find the constant and the conditions of validity.

(b) Compute \(k_\mu T^{\mu\nu}\) and \(k'_\nu T^{\mu\nu}\), diagram by diagram, and draw the consequences for \(\mathcal M\) and for polarization sums.

(c) An electron at rest scatters a photon of \(\omega=1\) MeV, incident along \(z\), through \(\theta=60^\circ\) in the \(xz\) plane. Both spins are up along \(z\), each defined in the rest frame of its electron, and both polarizations lie in the plane, \(\epsilon=(0,1,0,0)\) and \(\epsilon'=(0,\cos\theta,0,-\sin\theta)\). Find \(\mathcal M_s\), \(\mathcal M_u\) and \(\mathcal M\) before and after the shift with \(\lambda=0.5\) MeV\(^{-1}\).

(d) Find \(k_\mu T^{\mu\nu}\) if the internal line carries a mass \(M=1.1\,m\) while the external electrons keep the mass \(m\).

## Kinematics

For real photons, \(p'^2=m^2\) applied to \(p'=p+k-k'\) gives \(p\cdot k-p\cdot k'=k\cdot k'\). In the rest frame of \(p\) this reads \(m(\omega-\omega')=\omega\omega'(1-\cos\theta)\), or \(\omega'=\omega/[1+(\omega/m)(1-\cos\theta)]\). With \(m=0.510999\) MeV, \(\omega'=0.505440\) MeV and
\[
p'=(1.005559,\,-0.437724,\,0,\,0.747280)\ \text{MeV}.
\]
The internal lines have
\[
D_s=(p+k)^2-m^2=2m\omega=1.021998\ \text{MeV}^2,\qquad D_u=(p-k')^2-m^2=-2m\omega'=-0.516558\ \text{MeV}^2 .
\]
Since \(p-k'=p'-k\), also \(D_u=-2p'\cdot k\). Both denominators are nonzero whenever \(\omega,\omega'>0\), and they have opposite signs.

## First estimate by scaling

**The constant in (a).** \(S\) scales as an inverse energy, so both sides scale as an inverse energy and the constant is a pure number. It can be read off at small \(q\). For an invertible matrix, \(\delta(A^{-1})=-A^{-1}\delta A\,A^{-1}\) to first order. With \(A=\not p-m\), \(\delta A=\not q\) and \(A^{-1}=-iS\),
\[
S(p+q)-S(p)\approx -i\,(-iS)\not q\,(-iS)=iS\not qS ,
\]
because \((-i)^3=i\). Multiplying by \(-i\) gives \(S\not qS\approx i[S(p)-S(p+q)]\). If the proportionality holds at all, the constant is \(i\). Whether it holds at finite \(q\) is left open.

**The contractions in (b).** Rationalize the propagator as \(i(\not p+\not k+m)/D_s\); this form is justified in the solution. Anticommuting \(\not p\) through \(\gamma^\mu\) gives
\[
(\not p+m)\gamma^\mu u=[2p^\mu-\gamma^\mu(\not p-m)]u=2p^\mu u, \tag{1}
\]
and in the same way \(\bar u'\gamma^\mu(\not p'+m)=2p'^\mu\bar u'\). For a soft photon, \(\omega\ll m\), drop \(\not k\) in the numerators. With \(J^\nu=\bar u'\gamma^\nu u\),
\[
T_s^{\mu\nu}\approx iJ^\nu\frac{p^\mu}{p\cdot k},\qquad T_u^{\mu\nu}\approx-iJ^\nu\frac{p'^\mu}{p'\cdot k}.
\]
Contraction with \(k_\mu\) gives \(+iJ^\nu\) and \(-iJ^\nu\), which cancel. By power counting the dropped terms are of relative order \(\omega/m\), which is about 2 in part (c), so at this point the cancellation is established at leading order in \(\omega/m\) and no further.

**The numbers in (c).** For a slow electron \(J^0\approx2m=1.022\) MeV. The spatial current is this density times the mean velocity \((\mathbf p+\mathbf p')/2m\), so \(\mathbf J\sim\mathbf p'\); a spin term of the same order in the recoil is ignored. Since \(\boldsymbol\epsilon'\cdot\mathbf k'=0\), \(\boldsymbol\epsilon'\cdot\mathbf p'=\boldsymbol\epsilon'\cdot\mathbf k=-\omega\sin\theta\), and \(\epsilon'_\nu J^\nu=-\boldsymbol\epsilon'\cdot\mathbf J\sim\omega\sin\theta\). The shift of the \(s\) diagram is then
\[
\Delta\mathcal M_s/e^2=i\lambda\,k_\mu\epsilon'_\nu T_s^{\mu\nu}\approx-\lambda\,\omega\sin\theta=-0.5\times\sqrt{0.75}=-0.433 .
\]
For the unshifted amplitude \(\epsilon\cdot p=0\), so by (1) the large part of the numerator drops out and \(\not k\sim\omega\) is left. Then \(\mathcal M_s/e^2\sim 2m\cdot\omega/(2m\omega)\sim1\), and likewise for \(\mathcal M_u\). The shift of one diagram is comparable with the amplitude itself, so the numerical test is a sensitive one.

**The violation in (d).** The same rule for the inverse, with \(\delta A=-\delta M\), gives \(\delta S=i(-iS)(-iS)\,\delta M=-iSS\,\delta M\). The soft results above amount to \(S(p+k)\not ku\approx iu\) and \(\bar u'\not kS(p'-k)\approx-i\bar u'\), so
\[
k_\mu T^{\mu\nu}\approx\delta M\,\bar u'[\gamma^\nu S(p+k)-S(p'-k)\gamma^\nu]u .
\]
With \((\not p+m)u=2mu\), the soft values are \(S(p+k)u\approx iu/\omega\) and \(\bar u'S(p'-k)\approx-i\bar u'/\omega'\). The two terms add:
\[
k_\mu T^{\mu0}\approx i\,\delta M\,2m\left(\frac1\omega+\frac1{\omega'}\right)=i\times0.0511\times1.022\times2.978=0.156\,i\ \text{MeV}.
\]

## Exact solution

### (a) The identity

Symmetrizing in the indices, \(\not p\not p=\tfrac12p_\mu p_\nu\{\gamma^\mu,\gamma^\nu\}=p^2\), so \((\not p-m)(\not p+m)=p^2-m^2\). For \(p^2\ne m^2\) the inverse exists, and
\[
S(p)=\frac{i(\not p+m)}{p^2-m^2},\qquad S^{-1}(p)=-i(\not p-m).
\]
\(S^{-1}\) is linear in \(p\) and is finite everywhere, including the mass shell. Adding and subtracting \(\not p-m\),
\[
\not q=(\not p+\not q-m)-(\not p-m)=iS^{-1}(p+q)-iS^{-1}(p). \tag{2}
\]
Multiply by \(S(p+q)\) on the left and by \(S(p)\) on the right. In the first term \(S(p+q)S^{-1}(p+q)=1\), and in the second \(S^{-1}(p)S(p)=1\):
\[
S(p+q)\not qS(p)=i[S(p)-S(p+q)]. \tag{3}
\]
Multiplying (2) by \(S(p)\) on the left and \(S(p+q)\) on the right gives the same right side for \(S(p)\not qS(p+q)\). No property of \(q\) was used. With \(N=\not p+m\), \(D=p^2-m^2\) and primes for \(p+q\), (3) reads \(-N'\not qN/(D'D)=-N/D+N'/D'\), or \(N'\not qN=D'N-DN'\), a polynomial identity valid for all momenta.

Equation (3) says that the vertex of a pure-gauge photon cancels one neighbouring propagator or the other. Three conditions enter.

Both momenta must be off shell, or the propagators do not exist.

The pole prescription must preserve (2), and for this it is enough that it acts on the mass as a whole. The proof uses nothing about \(m\) being real, so (3) holds unchanged for \(m\to m-i\eta\) in numerator and denominator. Suppose instead that \(i\eta\) is placed in the denominator alone, \(F(p)=iN/D_\eta\) with \(D_\eta=D+i\eta\). Then \((\not p-m)F=iD/D_\eta=i+\eta/D_\eta\), and similarly on the other side. Writing \(F=F(p)\), \(F'=F(p+q)\) and inserting the first form of (2),
\[
F'\not qF=\left(i+\frac{\eta}{D'_\eta}\right)F-F'\left(i+\frac\eta{D_\eta}\right)=i[F-F']+\eta\left[\frac F{D'_\eta}-\frac{F'}{D_\eta}\right].
\]
The extra term vanishes as \(\eta\to0\) at fixed off-shell momenta, which is the situation of the tree Compton amplitude.

The two masses must be equal. For masses \(M\) and \(m\), \(\not q=(\not p+\not q-M)-(\not p-m)+(M-m)\), so that
\[
S_M(p+q)\not qS_m(p)=i[S_m(p)-S_M(p+q)]+(M-m)S_M(p+q)S_m(p).
\]

### (b) The Ward identity for the Compton tensor

Let \(\Gamma^{\mu\nu}=\gamma^\nu S(p+k)\gamma^\mu+\gamma^\mu S(p'-k)\gamma^\nu\), so that \(T^{\mu\nu}=\bar u'\Gamma^{\mu\nu}u\). Take first \(p\) and \(p'\) off shell and attach the external propagators. Equation (3) applies to \(S(p+k)\not kS(p)\) in the first term and, with \(p\to p'-k\), to \(S(p')\not kS(p'-k)\) in the second:
\[
S(p')k_\mu\Gamma^{\mu\nu}S(p)=iS(p')\gamma^\nu[S(p)-S(p+k)]+i[S(p'-k)-S(p')]\gamma^\nu S(p).
\]
The two terms \(\pm iS(p')\gamma^\nu S(p)\) cancel, leaving
\[
S(p')k_\mu\Gamma^{\mu\nu}S(p)=i[S(p'-k)\gamma^\nu S(p)-S(p')\gamma^\nu S(p+k)].
\]
Each surviving term lacks one of the two external poles. This form cannot be evaluated for real electrons, since \(S(p)\) and \(S(p')\) are singular on shell. The regular version comes from multiplying (2) by a single propagator. With the base momentum called \(a\),
\[
S(a+q)\not q=i[1-S(a+q)S^{-1}(a)],\qquad \not qS(a+q)=i[1-S^{-1}(a)S(a+q)], \tag{4}
\]
which requires \((a+q)^2\neq m^2\) and puts no condition on \(a\). The first form with \(a=p\), \(q=k\) and the second with \(a=p'\), \(q=-k\) give
\[
k_\mu\Gamma^{\mu\nu}=i\gamma^\nu[1-S(p+k)S^{-1}(p)]-i[1-S^{-1}(p')S(p'-k)]\gamma^\nu ,
\]
\[
k_\mu\Gamma^{\mu\nu}=i[S^{-1}(p')S(p'-k)\gamma^\nu-\gamma^\nu S(p+k)S^{-1}(p)]. \tag{5}
\]
The matrix (5) does not vanish for general momenta. The Dirac equation, \(S^{-1}(p)u=0\) and \(\bar u'S^{-1}(p')=0\), removes both terms between on-shell spinors. Diagram by diagram, (4) gives \(S(p+k)\not ku=iu\) and \(\bar u'\not kS(p'-k)=-i\bar u'\), hence
\[
k_\mu T_s^{\mu\nu}=+iJ^\nu,\qquad k_\mu T_u^{\mu\nu}=-iJ^\nu,\qquad k_\mu T^{\mu\nu}=0. \tag{6}
\]
For the outgoing photon, \(p+k=p'+k'\). The second form of (4) with \(a=p'\), \(q=k'\) gives \(\bar u'\not k'S(p'+k')=i\bar u'\), and the first form with \(a=p\), \(q=-k'\) gives \(S(p-k')\not k'u=-iu\). Therefore
\[
k'_\nu T_s^{\mu\nu}=+iJ^\mu,\qquad k'_\nu T_u^{\mu\nu}=-iJ^\mu,\qquad k'_\nu T^{\mu\nu}=0. \tag{7}
\]
The derivation used momentum conservation, on-shell electrons, off-shell internal lines and a common mass. It did not use \(k^2=0\) or \(k'^2=0\), and the free index is arbitrary, so the other photon need not be transverse. A relative minus sign between the diagrams would give \(2iJ^\nu\) in place of zero. At \(\omega\to0\) the internal lines reach the mass shell and \(T_s\) and \(T_u\) diverge separately, so the derivation excludes that point. For real photons the sum \(T\) nevertheless stays finite in this limit: in the rest frame of \(p\) the poles of the two diagrams enter with opposite signs, their numerators \(2p^\mu J^\nu\) and \(2p'^\mu J^\nu\) agree up to terms of order \(\omega\), and \(1/\omega'-1/\omega=(1-\cos\theta)/m\) is finite.

Under \(\epsilon\to\epsilon+\lambda k\) and \(\epsilon'\to\epsilon'+\lambda'k'\), every new term in \(\mathcal M\) contains \(k_\mu T^{\mu\nu}\) or \(k'_\nu T^{\mu\nu}\), so \(\mathcal M\) is unchanged. Under the first shift alone the separate diagrams move by
\[
\Delta\mathcal M_s/e^2=i\lambda\,(iJ^\nu)\epsilon'^*_\nu=-\lambda\,\bar u'\not\epsilon'^*u=-\Delta\mathcal M_u/e^2. \tag{8}
\]

For polarization sums take a real photon, \(\bar k=(\omega,-\mathbf k)\), and two real unit vectors \(\epsilon_{1,2}\) with no time component and orthogonal to \(\mathbf k\). Then
\[
\sum_{r}\epsilon_r^\mu\epsilon_r^\nu=-g^{\mu\nu}+\frac{k^\mu\bar k^\nu+\bar k^\mu k^\nu}{k\cdot\bar k}. \tag{9}
\]
To prove it, contract both sides with the basis \(k,\bar k,\epsilon_1,\epsilon_2\). On \(k_\nu\) the left side is zero, and the right side is \(-k^\mu+k^\mu=0\) since \(k^2=0\). The same holds for \(\bar k_\nu\). On \(\epsilon_{1\nu}\) the left side is \(\epsilon_1^\mu(\epsilon_1\cdot\epsilon_1)=-\epsilon_1^\mu\), and so is the right side, since \(\epsilon_1\cdot k=\epsilon_1\cdot\bar k=0\); likewise for \(\epsilon_2\). In \(\sum|\mathcal M|^2\) the tensor (9) is contracted with the first indices of \(T\) and \(T^*\). Each extra term carries a factor \(k\) on one of them and vanishes by (6) for every value of the second index. The second sum is then treated the same way with (7). Hence
\[
\sum_{\epsilon,\epsilon'}|\mathcal M|^2=e^4g_{\mu\rho}g_{\nu\sigma}T^{\mu\nu}T^{\rho\sigma*}.
\]
The argument is not available for \(T_s\) alone, whose contractions are \(iJ\).

The propagator identity (3) and the vanishing contractions (6) and (7) are now established, so \(\mathcal M\) is gauge invariant and polarization sums in the full squared amplitude may be done with \(-g^{\mu\nu}\). What remains is the worked case (c), the mismatched internal mass (d), and the comparison of the exact results with the first estimates.
